# Splitting the Sn to Pb change in s-p gap and radii

## Problem

The free atoms C, Si, Ge, Sn and Pb have the valence configuration $ns^2np^2$. For each atom, compute the Kohn–Sham gap

$$G=\varepsilon(np)-\varepsilon(ns)$$

and the mean radii $\langle r\rangle_{ns}$ and $\langle r\rangle_{np}$, once at the physical speed of light $c$ and once at $c=\infty$. Then split the change from Sn to Pb into a relativistic part and a part due to shell structure.

Use the local density approximation (Slater exchange, VWN correlation) at both values of $c$, with a spherical, spin-unpolarized density and a point nucleus. At finite $c$ the $np$ level is double. Fill $p_{1/2}$ and $p_{3/2}$ in the ratio of their degeneracies, 2 to 4, and define

$$\varepsilon(np)=\tfrac13\left(\varepsilon_{1/2}+2\varepsilon_{3/2}\right).$$

This mean removes the spin-orbit splitting to first order. Any two values can be written as $a+b\,\langle\mathbf l\cdot\mathbf s\rangle$, where $\langle\mathbf l\cdot\mathbf s\rangle=-1$ for $p_{1/2}$ and $+\tfrac12$ for $p_{3/2}$, so the mean is $a+\tfrac b3(-1+2\cdot\tfrac12)=a$. Spin-orbit effects of higher order remain in $a$, so it is not the level of an atom without spin-orbit coupling. With the self-consistent potential held fixed, the mean lies below the level of the spin-free Dirac equation by about $0.14$ eV in Pb and $0.02$ eV in Sn. The radius $\langle r\rangle_{np}$ is averaged in the same way.

## A tempting solution

The self-consistent calculations give $G=6.925$ eV for Sn and $8.450$ eV for Pb at the physical $c$. The change to be explained is $+1.525$ eV.

Switching relativity off in lead lowers its gap to $5.860$ eV. Relativity therefore contributes $8.450-5.860=+2.590$ eV. The rest, $1.525-2.590=-1.065$ eV, must be shell structure. On this account the extra shells of lead would close the gap by more than 1 eV, and relativity would more than make up for it.

## Where it fails

All the levels used are correct, and the two parts add up to the right total. The fault is in the meaning of the remainder. Written out, it is

$$G_{\rm Pb}(\infty)-G_{\rm Sn}(c)=5.860-6.925=-1.065\ \text{eV},$$

which compares a nonrelativistic lead atom with a relativistic tin atom. Tin has a relativistic shift of its own: its gap at $c=\infty$ is $6.120$ eV, lower by $0.805$ eV. That shift has been counted, with a minus sign, as shell structure.

For any quantity $A$, define the relativistic shift of atom X by $R_X=A_X(c)-A_X(\infty)$. Inserting $A_X(c)=A_X(\infty)+R_X$ for both atoms gives

$$A_{\rm Pb}(c)-A_{\rm Sn}(c)=\underbrace{A_{\rm Pb}(\infty)-A_{\rm Sn}(\infty)}_{\text{shell structure}}+\underbrace{R_{\rm Pb}-R_{\rm Sn}}_{\text{relativistic}} .$$

This is an identity. What it asserts physically lies in the choice of $c=\infty$ as the common reference and in the computed sizes.

## The levels at the two values of $c$

In atomic units, with energies measured from the rest energy, the large and small radial functions $P$ and $Q$ obey

$$VP+cD^\dagger Q=\varepsilon P,\qquad cDP+(V-2c^2)Q=\varepsilon Q,$$

$$D=\frac{d}{dr}+\frac{\kappa}{r},\qquad D^\dagger=-\frac{d}{dr}+\frac{\kappa}{r}.$$

Here $\kappa=-(l+1)$ for $j=l+\tfrac12$ and $\kappa=l$ for $j=l-\tfrac12$. The potential is $V=-Z/r+V_H+V_{xc}$, where $V_H$ and $V_{xc}$ follow from the radial density $\sum_i f_i(P_i^2+Q_i^2)$ with occupations $f_i$. The equations are solved repeatedly until density and potential agree.

To reach $c=\infty$, solve the second equation for $Q$ and expand in $1/c^2$:

$$Q=\frac{c\,DP}{2c^2+\varepsilon-V}\simeq\frac{1}{2c}\left[1+\frac{V-\varepsilon}{2c^2}\right]DP .$$

Inserting this in the first equation gives

$$VP+\tfrac12D^\dagger DP+\frac{1}{4c^2}D^\dagger(V-\varepsilon)DP=\varepsilon P. \tag{1}$$

The operator in the second term is found by direct differentiation:

$$D^\dagger DP=-P''-\frac{\kappa P'}{r}+\frac{\kappa P}{r^2}+\frac{\kappa P'}{r}+\frac{\kappa^2P}{r^2}=-P''+\frac{\kappa(\kappa+1)}{r^2}P .$$

Both values of $\kappa$ give $\kappa(\kappa+1)=l(l+1)$. At $c=\infty$ equation (1) is therefore the radial Schrödinger equation, $Q$ vanishes, and the two $p$ levels coincide.

The computed gaps, in eV, are:

| Atom | $G(c)$ | $G(\infty)$ | $R$ |
|---|---|---|---|
| C | 8.22 | 8.21 | 0.01 |
| Si | 6.72 | 6.66 | 0.05 |
| Ge | 7.90 | 7.53 | 0.37 |
| Sn | 6.93 | 6.12 | 0.81 |
| Pb | 8.45 | 5.86 | 2.59 |

The mean radii, in angstrom, are:

| Atom | $ns$, $c$ | $ns$, $\infty$ | $np$, $c$ | $np$, $\infty$ |
|---|---|---|---|---|
| C | 0.837 | 0.838 | 0.949 | 0.949 |
| Si | 1.142 | 1.145 | 1.478 | 1.478 |
| Ge | 1.115 | 1.133 | 1.524 | 1.525 |
| Sn | 1.261 | 1.314 | 1.704 | 1.712 |
| Pb | 1.221 | 1.381 | 1.763 | 1.794 |

The gap does not fall steadily down the group. Its rise from Si to Ge is $1.180$ eV at the physical $c$ and $0.865$ eV at $c=\infty$, so it is mainly nonrelativistic. The rise from Sn to Pb is absent at $c=\infty$.

## The correct split

For the gap,

$$\text{shell structure: }5.860-6.120=-0.260\ \text{eV},$$

$$\text{relativistic: }2.590-0.805=+1.785\ \text{eV},$$

with the sum $+1.525$ eV. Shell structure closes the gap by about a quarter of an electronvolt, not by more than one.

For the radii, the same subtraction gives

$$\Delta\langle r\rangle_{ns}=+0.068-0.108=-0.040\ \text{Å},$$

$$\Delta\langle r\rangle_{np}=+0.082-0.023=+0.059\ \text{Å},$$

where the shell part is written first. Without relativity the $6s$ orbital of lead would be larger than the $5s$ orbital of tin. With it, $6s$ is the smaller of the two, while $6p$ remains larger than $5p$.

The result depends on which $p$ level defines the gap. Measured to $p_{1/2}$, the gap is $6.615$ eV in Sn and $7.446$ eV in Pb, a change of $+0.831$ eV. The $c=\infty$ values are unaffected, so the shell part is still $-0.260$ eV and the relativistic part is $+1.091$ eV. It is smaller because $p_{1/2}$ lies below the $np$ mean by $8.450-7.446=1.004$ eV in Pb but only by $6.925-6.615=0.310$ eV in Sn, a difference of $0.694$ eV. It still dominates.

## Why the $s$ level moves

Equation (1) gives the leading shift in a fixed potential. Let $P_0$, normalized to one, and $\varepsilon_0$ solve the $c=\infty$ problem with $h=\tfrac12D^\dagger D+V$. With $P=P_0+\delta P$ and $\varepsilon=\varepsilon_0+\delta\varepsilon$, the terms of order $1/c^2$ are

$$(h-\varepsilon_0)\delta P+\frac1{4c^2}D^\dagger(V-\varepsilon_0)DP_0=\delta\varepsilon\,P_0 .$$

Multiply by $P_0$ and integrate. The first term vanishes because $h$ is Hermitian and $hP_0=\varepsilon_0P_0$. In the second, integration by parts moves $D^\dagger$ onto $P_0$ as $D$. The boundary term $P_0(V-\varepsilon_0)DP_0$ vanishes at infinity, and at the origin it goes at least as fast as $r$ for the $s$ and $p$ orbitals used here. Hence

$$\delta\varepsilon=\frac{1}{4c^2}\int_0^\infty (V-\varepsilon_0)\,|DP_0|^2\,dr. \tag{2}$$

Near the nucleus $V-\varepsilon_0$ is large and negative, so an orbital that penetrates there is lowered. For Pb, equation (2) gives $-3.54$ eV for $6s$ and $-1.00$ eV for the $6p$ mean.

The expansion behind (2) requires $|V-\varepsilon|\ll2c^2$, which with $V\simeq-Z/r$ fails for $r\lesssim Z/2c^2$, about $2\times10^{-3}$ bohr in Pb. Solving the Dirac equation in the same frozen potential gives the full direct shifts, $-4.99$ and $-1.34$ eV. For $6s$ the leading order misses 29% of the direct shift; for the $5s$ level of Sn, with $-1.30$ eV against $-1.45$ eV, it misses 11%. Truncating the expanded factor is not what makes (2) too small. If $(V-\varepsilon_0)/4c^2$ in (2) is replaced by the unexpanded factor $c^2/(2c^2+\varepsilon_0-V)-\tfrac12$, with the same $P_0$, the $6s$ shift becomes $-2.92$ eV, which is smaller still. What is missing is the further lowering that comes from the change of the orbital itself, which a first-order formula leaves out. With $K=c^2/(2c^2+\varepsilon-V)$ and the Dirac large component $P$, the direct shift is exactly $\int(K-\tfrac12)\,DP_0\,DP\,dr\big/\!\int P_0P\,dr$. Compared with (2) region by region, about three quarters of the missing $1.45$ eV for $6s$ arises within $r<5Z/2c^2\approx0.011$ bohr, so this missing part also comes from near the nucleus.

When the potential is allowed to become self-consistent, the levels move again. This indirect shift is positive for both Pb levels:

$$6s:\ -4.99+2.45=-2.55\ \text{eV},\qquad 6p:\ -1.34+1.38=+0.04\ \text{eV},$$

where the last digit of the first sum reflects rounding. The $6p$ mean is nearly unmoved because two effects of similar size cancel, not because relativity is weak for it. The gap of lead opens because $6s$ goes down.

## What "shell structure" contains

The small shell part hides two large ones. Consider a model atom with the shells of lead but an empty $4f$ shell, and hence $Z=82-14=68$. This is a constrained configuration used for bookkeeping, not a ground state: at $c=\infty$ its empty $4f$ level lies near $-135$ eV, far below the occupied $5d$, $6s$ and $6p$ levels. Going from Sn to this model adds a period without $4f$; going on to Pb adds 14 protons and 14 $4f$ electrons. At $c=\infty$ the gap changes by

$$-1.399+1.139=-0.260\ \text{eV},$$

and the $ns$ radius by $+0.232-0.164=+0.068$ Å. The added period loosens the $s$ orbital, and the $4f$ step draws most of that back.

At the physical $c$ the same two steps change the gap by $-0.913$ and $+2.438$ eV. The $4f$ step is thus $1.299$ eV larger than at $c=\infty$, and this excess is most of the relativistic part of $1.785$ eV. Over this step the relativistic shift of the gap grows from $1.29$ eV in the model atom to $2.59$ eV in Pb; the step adds protons and $4f$ electrons together, and their shares in this growth are not separated here. The effects of relativity and of the $4f$ step as a whole are therefore not additive. The split has a definite meaning once shell effects are measured at $c=\infty$; measured at the physical $c$, they would include the growth of $R$ over the same steps.

## How far the numbers carry

Placing both $p$ electrons of Pb in $6p_{1/2}$, instead of distributing them statistically, lowers the mean gap from $8.45$ to $8.22$ eV. The dominance of the relativistic part survives this change, but Pb is then no longer distinguishably above C: both gaps are $8.22$ eV and agree within $0.001$ eV. Giving the lead nucleus a finite radius, in a frozen potential, reduces the gap by about $0.015$ eV.

These are orbital gaps in one density functional, not excitation energies, and the Breit interaction and radiative corrections are left out. The relativistic (MacDonald–Vosko) correction to local exchange, also left out, would lower the gap by $0.055$ eV in Pb and $0.030$ eV in Sn, and the relativistic part from $1.785$ to $1.76$ eV. The $6s$ pair of lead is deeper and more compact than the $5s$ pair of tin, which bears on the inert-pair effect, although the $4s$ orbital of Ge is more compact still. Whether lead keeps that pair in a given compound also depends on bond energies, which a free atom cannot supply.

The numerical check tests equation (2) against Dirac levels at ten times the physical $c$, and the self-consistent solver against a separate Gaussian calculation for Ge²⁺.

## Computed results

```
speed of light = 137.035999 a.u.
1 hartree = 27.211386 eV; 1 bohr = 0.529177 angstrom
largest relative error, Sommerfeld test Z=82: 2.4e-07
Ge2+ 4s-4p gap, c=inf: radial 9.0532 eV, Gaussian 9.0548 eV
Ge2+ relativistic gap change: Dirac 0.4583 eV, X2C 0.4551 eV
Gaps in eV: physical c, c=inf, difference R; gap to p1/2 at c
  C     8.224  8.209  +0.015  8.218
  Si    6.717  6.663  +0.054  6.695
  Ge    7.897  7.528  +0.369  7.767
  Sn    6.925  6.120  +0.805  6.615
  Pb    8.450  5.860  +2.590  7.446
  no4f  6.013  4.721  +1.291  5.458
Mean radii in angstrom: ns at c, ns at inf, np at c, np at inf
  C     0.8374  0.8379  0.9492  0.9491
  Si    1.1417  1.1446  1.4782  1.4775
  Ge    1.1145  1.1334  1.5235  1.5252
  Sn    1.2614  1.3136  1.7040  1.7119
  Pb    1.2210  1.3815  1.7632  1.7943
  no4f  1.4364  1.5457  1.9195  1.9388
(no4f = model atom, Pb shells without 4f, Z=68)
Levels in eV: ns at c, ns at inf, np mean at c, np at inf, p3/2-p1/2
  C     -13.641  -13.629  -5.417  -5.420  0.009
  Si    -10.879  -10.834  -4.162  -4.171  0.033
  Ge    -11.944  -11.606  -4.048  -4.078  0.195
  Sn    -10.803  -10.051  -3.878  -3.931  0.465
  Pb    -12.266  -9.719  -3.816  -3.859  1.506
  no4f  -9.691  -8.465  -3.678  -3.744  0.831
Sn to Pb change: total, shell-structure part, relativistic part
  s-p gap: +1.5249  -0.2599  +1.7848 eV
  ns radius: -0.0404  +0.0679  -0.1083 angstrom
  np radius: +0.0592  +0.0824  -0.0232 angstrom
Steps Sn to no4f, then no4f to Pb (4f filling with 14 protons)
  c=inf, gap: -1.3987  +1.1388 eV
  c=inf, rs: +0.2321  -0.1642 angstrom
  c=inf, rp: +0.2269  -0.1445 angstrom
  physical c, gap: -0.9126  +2.4375 eV
  physical c, rs: +0.1749  -0.2153 angstrom
  physical c, rp: +0.2156  -0.1563 angstrom
Relativistic level shifts in eV: first order, direct, indirect, total
  Sn ns: -1.295  -1.451  +0.698  -0.753
  Sn np mean: -0.349  -0.384  +0.437  +0.053
  Pb ns: -3.544  -4.993  +2.447  -2.547
  Pb np mean: -1.001  -1.336  +1.380  +0.044
R(Pb)/R(Sn) for the gap = 3.216; (82/50)^2 = 2.690
Pb with 6p1/2 squared: mean gap 8.224 eV, gap to p1/2 7.281 eV
Pb nucleus as uniform sphere, radius 7.110e-05 angstrom
  frozen-potential shift: 6s +0.0154 eV, mean gap -0.0152 eV
```
